\section*{Transmission eigenchannels inside a device from the left spectral function}

\section{Result}

Let electrons enter a device from a left lead at energy $E$. Let $G$ be the retarded Green function of the device, $\Gamma_L$ and $\Gamma_R$ the broadening matrices of the two leads, and $A_L=G\Gamma_LG^\dagger$ the left spectral function. Factor it as
\begin{equation}
A_L=2\pi BB^\dagger ,\qquad M=2\pi B^\dagger\Gamma_RB,\qquad Mc_n=T_nc_n,\qquad \Phi_n=Bc_n ,
\label{eq:result}
\end{equation}
where $B$ has as many columns as the left lead has open channels, and the $c_n$ are orthonormal. The $T_n$ are the eigenvalues of $t^\dagger t$, with $t$ the matrix of transmission amplitudes. The $\Phi_n$ are the device parts of the energy-normalized scattering states whose incoming amplitudes are the eigenvectors of $t^\dagger t$. In the Paulsson--Brandbyge scheme, $B$ is built from the eigenvectors of $A_L$.

The setting is a one-electron, phase-coherent problem with two leads. The proof below is for leads whose cells are joined by a uniform hopping and which couple to the device over their full width. With a narrower contact the rank of $A_L$ can fall below the number of open channels: a chain attached to a single site of a lead with three open modes has $A_L$ of rank 1. The eigenvectors of $A_L$ then miss the incoming combinations that never enter the device, which have $T=0$. The energy is not a subband edge, and $G$ exists there. Units have $\hbar=1$ and lattice spacing 1.

\section{The naive scheme and its fault}

The matrix $A_L/2\pi$ is the density of states per unit energy due to waves arriving from the left. It is tempting to diagonalize it and call its eigenvectors the channels. They are orthogonal in the device, and their number is right.

The fault appears when two of them are superposed. Let the columns $B_l$ of $B$ be these eigenvectors, scaled so that $BB^\dagger=A_L/2\pi$. As shown below, the state $\sum_l\alpha_lB_l$ with $\sum_l|\alpha_l|^2=1$ is transmitted with probability $\alpha^\dagger M\alpha$. An off-diagonal element $M_{12}$ is interference between the waves that states 1 and 2 send into the right lead. Orthogonality within a finite region does not remove it. A second diagonalization, of what leaves on the right, is needed.

A different shortcut is to diagonalize the product $A_L\Gamma_R$. From (\ref{eq:result}),
\begin{equation}
A_L\Gamma_R\Phi_n=B\,(2\pi B^\dagger\Gamma_RB)\,c_n=BMc_n=T_n\Phi_n ,
\end{equation}
so the $\Phi_n$ are indeed eigenvectors. For $T_n=0$, however, the null space of $A_L\Gamma_R$ also contains every vector annihilated by $\Gamma_R$, and a reflected channel cannot be picked out of it. Working in the column space of $B$ cures this as well.

\section{Scattering states in the device}

To prove the result, we need the scattering states themselves. Each lead is a chain of identical cells of $W$ orthogonal sites. Neighbouring cells are joined by hopping $-\gamma$, $\gamma>0$, between corresponding sites. The cell Hamiltonian has real orthonormal eigenvectors $\chi_m$ with energies $\varepsilon_m$. A wave $\chi_m\lambda_m^x$ solves the lead equation if
\begin{equation}
E=\varepsilon_m-\gamma(\lambda_m+\lambda_m^{-1}) .
\end{equation}
An open mode has $\lambda_m=e^{ik_m}$ with $0<k_m<\pi$, so that $E=\varepsilon_m-2\gamma\cos k_m$ and the velocity $v_m=dE/dk_m=2\gamma\sin k_m$ is positive. A closed mode has real $\lambda_m$ with $|\lambda_m|<1$. Modes of the right lead carry the index $n$ and have their own $\varepsilon_n$, $\lambda_n$ and $v_n$.

The device occupies columns $x=1,\dots,L$, with Hamiltonian $H$ and overlap matrix $S$. Its end columns couple to the leads by $-\gamma$, without overlap. Let $P_L$ and $P_R$ embed a column vector in the first and last device columns. For unit incidence in open mode $m$, the wave in the left lead is
\begin{equation}
\psi(x)=\chi_m\lambda_m^x+\sum_j\chi_j\tilde r_{jm}\lambda_j^{-x},\qquad x\le0 ,
\end{equation}
where $j$ runs over open and closed left modes. The lead equation at $x=0$ contains the first device column $d_1=P_L^\dagger d$ where an unbroken lead would have $\psi(1)$. Hence $d_1$ equals the continuation of this form to $x=1$. Projection on $\chi_j$ gives $\tilde r_{jm}=\lambda_j(\chi_j^\dagger d_1-\lambda_m\delta_{jm})$, and therefore
\begin{equation}
\psi(0)=(1-\lambda_m^2)\chi_m+\sum_j\chi_j\lambda_j\chi_j^\dagger d_1 .
\end{equation}
On the right there are only outgoing or decaying waves, $\psi(L+1)=\sum_n\chi_n\tilde t_{nm}$. Continuation back to $x=L$ gives $\tilde t_{nm}=\lambda_n\chi_n^\dagger P_R^\dagger d$. The device equation is
\begin{equation}
(ES-H)d+\gamma P_L\psi(0)+\gamma P_R\psi(L+1)=0 .
\end{equation}
With the self-energies $\Sigma_a=-\gamma P_a\sum_j\chi_j\lambda_j\chi_j^\dagger P_a^\dagger$, where the sum is over the modes of lead $a$, it becomes
\begin{equation}
(ES-H-\Sigma_L-\Sigma_R)d=\gamma(\lambda_m^2-1)P_L\chi_m=i\lambda_mv_mP_L\chi_m ,
\end{equation}
because $\lambda_m^2-1=\lambda_m(\lambda_m-\lambda_m^{-1})=2i\lambda_m\sin k_m$. The matrix on the left is $G^{-1}$.

Next comes the normalization. The sum of $e^{i(k-k')x}$ over a half-line contains $\pi\delta(k-k')=\pi v\,\delta(E-E')$. The incoming wave contributes $\pi v_m\delta(E-E')$, and the outgoing waves together contribute the same, since they carry the same flux. The remaining terms, among them principal-value parts of order $1/(k-k')$ from the half-line sums, cancel, because states of different energy are orthogonal. Dividing by $\sqrt{2\pi v_m}$ thus normalizes the state to $\delta(E-E')$:
\begin{equation}
\psi_m=i\lambda_m\sqrt{\frac{v_m}{2\pi}}\;GP_L\chi_m .
\label{eq:psi}
\end{equation}
The incoming wave now carries flux $v_m/(2\pi v_m)=1/2\pi$.

\section{Two identities that fix the scheme}

In $\Gamma_a=i(\Sigma_a-\Sigma_a^\dagger)$ each mode enters with weight $-i\gamma(\lambda_j-\lambda_j^*)$. This is $2\gamma\sin k_j=v_j$ for an open mode and zero for a closed one. Let $\Psi$ have the $N_L$ states (\ref{eq:psi}) as columns. Since $|\lambda_m|=1$,
\begin{equation}
\Psi\Psi^\dagger=\frac1{2\pi}\,GP_L\sum_{m\,\mathrm{open}}\chi_mv_m\chi_m^\dagger P_L^\dagger G^\dagger=\frac{A_L}{2\pi} .
\label{eq:first}
\end{equation}
The columns are independent, because $G$ is invertible and the $\chi_m$ are orthogonal. The rank of $A_L$ is therefore $N_L$.

The flux-normalized amplitude is $t_{nm}=\tilde t_{nm}\sqrt{v_n/v_m}$. Inserting $d=\sqrt{2\pi v_m}\,\psi_m$ into $\tilde t_{nm}$ gives
\begin{equation}
t_{nm}=\lambda_n\sqrt{2\pi v_n}\,\chi_n^\dagger P_R^\dagger\psi_m
=i\lambda_n\lambda_m\sqrt{v_nv_m}\,\chi_n^\dagger P_R^\dagger GP_L\chi_m ,
\end{equation}
the Fisher--Lee relation with its phases. Summing $t_{nm}^*t_{nm'}$ over open right modes removes $\lambda_n$ and rebuilds $\Gamma_R$:
\begin{equation}
t^\dagger t=2\pi\,\Psi^\dagger\Gamma_R\Psi .
\label{eq:second}
\end{equation}

If $\Psi$ were at hand, one would diagonalize (\ref{eq:second}) directly. Suppose instead that only $G$ and the $\Gamma$ matrices are known, without the lead modes. Equation (\ref{eq:first}) then gives $\Psi$ up to a rotation, and that is enough.

\section{The construction and its proof}

With overlap, eigenvectors of $A_L$ itself would depend on how the basis functions are scaled. One therefore goes to the L\"owdin basis:
\begin{equation}
S^{1/2}A_LS^{1/2}=\sum_{l=1}^{N_L}a_lu_lu_l^\dagger,\qquad
B_l=\sqrt{\frac{a_l}{2\pi}}\;S^{-1/2}u_l .
\end{equation}
The $u_l$ are orthonormal, and $a_l/2\pi$ is the left-incident density of states in the orthonormal device state $u_l$. By construction $BB^\dagger=A_L/2\pi=\Psi\Psi^\dagger$.

Define $U=(\Psi^\dagger\Psi)^{-1}\Psi^\dagger B$. The matrix $\Psi(\Psi^\dagger\Psi)^{-1}\Psi^\dagger$ projects on the column space of $\Psi$. This is also the column space of $B$, because both equal the range of $A_L$. Hence $\Psi U=B$. Moreover
\begin{equation}
UU^\dagger=(\Psi^\dagger\Psi)^{-1}\Psi^\dagger(\Psi\Psi^\dagger)\Psi(\Psi^\dagger\Psi)^{-1}=1 ,
\end{equation}
and $U$ is square, so it is unitary. Substitution in $M$ gives
\begin{equation}
M=2\pi U^\dagger\Psi^\dagger\Gamma_R\Psi U=U^\dagger\,t^\dagger t\,U,\qquad
\Phi_n=\Psi b_n,\quad b_n=Uc_n,\quad t^\dagger t\,b_n=T_nb_n .
\label{eq:proof}
\end{equation}
This is the stated result, zeros included. Since $b_n$ is a unit vector, the incoming wave of $\Phi_n$ again carries flux $1/2\pi$, and so do its outgoing waves together. The normalization argument given for a single mode therefore applies to $\Phi_n$ as well, and it is normalized to $\delta(E-E')$.

The proof uses nothing about $B$ except $BB^\dagger=A_L/2\pi$ and its number of columns. Any such factor gives the same channels, so the L\"owdin step is a convenience that gives the $a_l$ their meaning. The proof also shows what the naive states are. Since $B=\Psi U$, they are proper scattering states from the left, but for incoming combinations chosen by density in the device instead of by transmission.

Three cases mark the range of the scheme.
\begin{itemize}
\item With one open left channel, $M$ is a number, and the naive state is already the eigenchannel.
\item In a uniform strip without scatterers, $t^\dagger t=1$. Then $M=1$ for every factor $B$, and any orthonormal set of incoming combinations serves. In general a degenerate $T_n$ fixes a subspace, while a nondegenerate one fixes $\Phi_n$ up to a phase.
\item If $E$ is given a small positive imaginary part, closed modes acquire complex $\lambda_j$ and enter $\Gamma_L$ weakly. $A_L$ then has extra eigenvalues proportional to that imaginary part $\eta$. They give faint spurious channels and are usually discarded by a threshold. The $T_n$ also shift in first order in $\eta$: in the example below, $\eta=10^{-4}$ Ha turns the zero transmission into 0.002.
\end{itemize}

\section{Current without interference}

The channels should be independent inside the device too. Suppose that $H$ and $S$ connect only neighbouring columns. Write $\Phi_{n,x}$ for column $x$ of $\Phi_n$ and $J_x=(H-ES)_{x+1,x}$, and define the flux matrix through the cut after column $x$:
\begin{equation}
F^{(x)}_{nn'}=-i\left(\Phi_{n,x+1}^\dagger J_x\Phi_{n',x}-\Phi_{n,x}^\dagger J_x^\dagger\Phi_{n',x+1}\right).
\end{equation}
The wave equation in column $x+1$ is
\begin{equation}
J_x\Phi_{n',x}+(H-ES)_{x+1,x+1}\Phi_{n',x+1}+J_{x+1}^\dagger\Phi_{n',x+2}=0 .
\end{equation}
Multiply it by $\Phi_{n,x+1}^\dagger$ and subtract the adjoint equation with $n$ and $n'$ exchanged. The Hermitian middle block cancels, and what remains is $F^{(x)}=F^{(x+1)}$. At the cut to the right lead, $J_L=-\gamma$ and $\Phi_{n,L+1}=\sum_j\chi_j\lambda_j\chi_j^\dagger\Phi_{n,L}$, so
\begin{equation}
F_{nn'}=i\gamma\sum_j(\lambda_j^*-\lambda_j)\,\Phi_{n,L}^\dagger\chi_j\chi_j^\dagger\Phi_{n',L}
=\Phi_n^\dagger\Gamma_R\Phi_{n'}=\frac{T_n}{2\pi}\,\delta_{nn'} .
\label{eq:flux}
\end{equation}
At this cut the diagonal element is the ordinary probability current into the lead, and conservation carries it to every cut. The cross terms vanish for the total flux through a cut. Currents on single bonds may still interfere.

The same argument with the $B_l$ in place of the $\Phi_n$ gives $F=M/2\pi$. The state $\sum_l\alpha_lB_l$ thus sends the flux $\alpha^\dagger M\alpha/2\pi$ into the right lead. Its incoming flux is $1/2\pi$, because $U\alpha$ is a unit vector. The ratio is the transmission probability $\alpha^\dagger M\alpha$ used at the start.

\section{A strip with a blocked channel}

Take a strip 4 sites wide and 5 columns long, with orthogonal sites and $\gamma=0.1$ Ha. Its on-site energies are zero except for impurities of 0.10 Ha at column 2, row 1 and 0.15 Ha at column 3, row 3. The hopping from column $x$ to $x+1$ in row $y$ is $-\gamma e^{i\phi(y-1)}$ with $\phi=0.5$ rad, which represents a magnetic flux through the device plaquettes. This is a model value: for a lattice spacing of 0.25 nm it would correspond to about 5300 T, far beyond laboratory fields. The leads have the same width and no flux. The right lead is raised by 0.1 Ha, and $E=-0.05$ Ha.

The transverse energies are $-2\gamma\cos(m\pi/5)$, plus 0.1 Ha on the right. A mode is open if $|\varepsilon_m-E|<2\gamma$. This leaves modes 1, 2, 3 on the left, with velocities 0.166, 0.200 and 0.166 (in Ha times the lattice spacing, divided by $\hbar$), and modes 1, 2 on the right. Thus $t$ is a $2\times3$ matrix, and $t^\dagger t$ must have at least one zero eigenvalue.

Numerical diagonalization of $A_L$ gives three nonzero eigenvalues, 55.92, 37.28 and 30.57 Ha$^{-1}$. Divided by $2\pi$ they are densities of states of 8.90, 5.93 and 4.87 Ha$^{-1}$. In this basis
\begin{equation}
|M|=\begin{pmatrix}0.231&0.312&0.207\\0.312&0.686&0.109\\0.207&0.109&0.755\end{pmatrix}.
\end{equation}
The naive state with the highest density has the lowest transmission of the three. An equal superposition of the first two naive states is transmitted with probability $(0.231+0.686)/2\pm0.312$ at the extremes of their relative phase, that is, between 0.146 and 0.771. Their separate transmissions do not determine this.

Diagonalizing $M$ gives
\begin{equation}
T_1=0.8494,\qquad T_2=0.8226,\qquad T_3=0 .
\end{equation}
The matrix $t$ can also be found without $G$, by solving the device and lead equations as one linear system for $d$, $\tilde r$ and $\tilde t$. The eigenvalues of $t^\dagger t$ obtained in this way differ from the $T_n$ by at most $3\times10^{-16}$, which is rounding error. The sum 1.672 is also Caroli's trace $\mathrm{Tr}(\Gamma_LG^\dagger\Gamma_RG)$. At zero temperature and small bias, with spin entering only as a factor 2, the conductance is $1.672\times2e^2/h=129.6\ \mu$S.

The weights $|b_{mn}|^2$ of lead modes 1, 2, 3 are $(0.329,0.117,0.554)$ in channel 1, $(0.271,0.727,0.002)$ in channel 2 and $(0.400,0.156,0.444)$ in channel 3. They connect the channels to the transmission of a single lead mode, $(t^\dagger t)_{mm}=\sum_n|b_{mn}|^2T_n$. For mode 1 this is $0.329\times0.849+0.271\times0.823=0.502$.

Summing $|\Phi_n|^2$ over the four sites of each column gives, in Ha$^{-1}$:
\begin{center}
\begin{tabular}{lcccccc}
column & 1 & 2 & 3 & 4 & 5 & total\\
channel 1 & 1.63 & 1.13 & 1.24 & 1.26 & 0.95 & 6.21\\
channel 2 & 1.34 & 1.01 & 1.11 & 1.20 & 0.83 & 5.50\\
channel 3 & 2.88 & 1.54 & 1.35 & 0.62 & 1.59 & 7.99
\end{tabular}
\end{center}
The totals add up to 19.70 Ha$^{-1}$, as do the three $a_l/2\pi$, since both sums are the trace of $A_L/2\pi$. The reflected channel has the largest density of the three and carries no net current through any cut. Its density does not fall steadily towards the right: column 5 holds more than column 4. Equation (\ref{eq:flux}) says what this density is. With $T_3=0$, the sum $\sum_nv_n|\chi_n^\dagger\Phi_{3,L}|^2$ over open right modes vanishes, so every term does. The last column then contains closed modes alone, which decay into the right lead.

If the right lead is lowered to the level of the left one, its third mode opens, and the transmissions become 0.984, 0.914 and 0.586. The blocked channel was thus due to the missing outgoing mode. If the right lead is kept raised and linked device neighbours are given an overlap of 0.1 times the phase factor of their hopping, the transmissions are 0.850, 0.818 and 0. The count of channels is unchanged, as it depends on the leads.

The two open channels differ by only $T_1-T_2=0.027$. By first-order perturbation theory, an error $\delta$ in the element $c_1^\dagger Mc_2$ that couples them mixes their wave functions with amplitude $\delta/0.027$. An error of 0.003 in this element would mix them by about 0.11, while changing the $T_n$ only in second order, by $3\times10^{-4}$. An error in an element of $M$ in the naive basis generally shifts the $T_n$ in first order as well: raising $|M_{12}|$ by 0.003 moves $T_1$ by 0.002. When transmissions lie this close, the pair of channels is better determined than either member, and pictures of single channels should be read accordingly.

All numerical values are calculated from the stated model.
